# Force between a proton and a distant hydrogen atom

## Problem

A hydrogen atom in its ground state has its nucleus at the origin. A bare proton is held on the $z$ axis at $z=R$, far outside the atom. Both nuclei are clamped, the motion of the electron is non-relativistic, and the electron belongs to the atom at the origin. Hartree atomic units are used, so the electron has charge $-1$ and each proton has charge $+1$. Let $F_z$ be the force on the distant proton; a negative value means attraction towards the atom.

(a) Find the leading interaction between the proton and the atom for large $R$.

(b) Find the first-order change of the electron's state in closed form and show that the polarizability is $9/2$.

(c) Use the Hellmann-Feynman theorem to show that the induced dipole pulls the proton with a force of size $9/R^5$.

(d) Show that the energy shift is $-9/(4R^4)$ and that its slope gives the same force.

(e) The energy of the proton in the potential of the induced dipole is twice the energy shift. Explain why differentiating it does not give the force.

(f) Find the force on the atom's own nucleus.

(g) Find the first correction to the energy and to the force at large $R$.

(h) Evaluate the results at $R=20$ bohr and compare them with a solution of the full problem of one electron and two protons.

## Solution

### (a) The interaction

Write $\mathbf r$ for the position of the electron, $r$ for its distance from the origin, and $D=|R\,\mathbf e_z-\mathbf r|$ for its distance from the far proton. The Hamiltonian is

$$H=H_0+W,\qquad H_0=-\tfrac12\nabla^2-\frac1r,\qquad W=\frac1R-\frac1D .$$

The term $1/R$ is the repulsion of the two protons, and $-1/D$ is the attraction of the electron to the far proton. Since $D^2=R^2-2Rz+r^2$, expansion of the inverse square root for $r<R$ gives

$$\frac1D=\frac1R+\frac{z}{R^2}+\frac{3z^2-r^2}{2R^3}+\dots$$

The terms $1/R$ cancel because the atom is neutral, and

$$W=-\frac{z}{R^2}-\frac{3z^2-r^2}{2R^3}-\dots$$

The expansion fails for $r>R$, but the 1s density there is of order $e^{-2R}$ up to powers of $R$, which is negligible beside any inverse power of $R$ when $R$ is large. A larger exponential effect, of order $e^{-R}$ up to powers of $R$, comes from the identity of the two protons and is taken up in part (h).

The leading term is $V=-fz$ with $f=1/R^2$. Here $f$ is the strength of the proton's electric field at the atom. The field itself points along $-z$, away from the proton. The electron, being negative, is pushed the other way, towards the proton, and this is why $V$ is lower for positive $z$.

### (b) The distorted state and the polarizability

The undisturbed state is $\psi_0=e^{-r}/\sqrt\pi$ with energy $E_0=-1/2$. The first-order energy $\langle\psi_0|V|\psi_0\rangle$ vanishes, because $z$ is odd and the density $\psi_0^2$ is even. The first-order equation $(H_0-E_0)\psi_1=-V\psi_0$ is therefore

$$(H_0-E_0)\psi_1=f\,z\,\psi_0 .$$

Put $\psi_1=f\,g\,\psi_0$ with an unknown function $g$. The product rule for the Laplacian gives

$$(H_0-E_0)(g\psi_0)=g\,(H_0-E_0)\psi_0-\tfrac12\psi_0\nabla^2g-\nabla g\cdot\nabla\psi_0 .$$

The first term on the right is zero. In the last term $\nabla\psi_0=-(\mathbf r/r)\psi_0$, so that $-\nabla g\cdot\nabla\psi_0=\psi_0\,\partial g/\partial r$. After division by $\psi_0$ the equation reads

$$-\tfrac12\nabla^2g+\frac{\partial g}{\partial r}=z .$$

Try $g=z(a+br)$. The derivatives needed are

$$\nabla^2z=0,\qquad \nabla^2(zr)=z\,\frac2r+2\,\frac zr=\frac{4z}{r},\qquad \frac{\partial z}{\partial r}=\frac zr,\qquad \frac{\partial(zr)}{\partial r}=2z .$$

In the last two, the angle is held fixed and $z=r\cos\theta$. Insertion gives

$$(a-2b)\frac zr+2b\,z=z ,$$

so $b=1/2$ and $a=1$. The distorted state is

$$\psi=\psi_0+\psi_1,\qquad \psi_1=f\,z\left(1+\frac r2\right)\psi_0 .$$

A multiple of $\psi_0$ could be added to $\psi_1$ without spoiling the equation. It is set to zero so that $\langle\psi_0|\psi_1\rangle=0$; the norm of $\psi$ then differs from one only at order $f^2$.

The mean displacement of the electron to first order in $f$ is

$$\langle z\rangle=2\langle\psi_0|z|\psi_1\rangle=2f\left\langle z^2\left(1+\frac r2\right)\right\rangle_0 ,$$

where $\langle\cdot\rangle_0$ is the mean in the undisturbed 1s density. That density is spherical, so $z^2$ may be replaced by $r^2/3$. The radial means follow from $\int_0^\infty r^m e^{-2r}dr=m!/2^{m+1}$:

$$\langle r^n\rangle_0=4\int_0^\infty r^{n+2}e^{-2r}\,dr=\frac{(n+2)!}{2^{\,n+1}},\qquad \langle r^2\rangle_0=3,\qquad \langle r^3\rangle_0=\frac{15}2 .$$

Therefore

$$\langle z\rangle=2f\left(\frac{3}{3}+\frac{15/2}{6}\right)=2f\cdot\frac94=\frac92\,f .$$

The electric dipole moment is $-\langle z\rangle$, since the electron is negative. The field is $-f$. Their ratio is the polarizability, $\alpha=9/2$.

### (c) The force from the electron density

For a normalized eigenstate with $E=\langle\psi|H|\psi\rangle$,

$$\frac{dE}{dR}=\left\langle\psi\left|\frac{\partial H}{\partial R}\right|\psi\right\rangle+E\,\frac{d}{dR}\langle\psi|\psi\rangle=\left\langle\psi\left|\frac{\partial H}{\partial R}\right|\psi\right\rangle ,$$

because the norm stays equal to one. This is the Hellmann-Feynman theorem. With the atom's nucleus held at the origin, $R$ occurs in $W$ alone. Since $\partial D/\partial R=(R-z)/D$, the force on the proton is

$$F_z=-\frac{dE}{dR}=\frac1{R^2}-\left\langle\frac{R-z}{D^3}\right\rangle .$$

This is Coulomb's law: the first term is the repulsion by the atom's nucleus, the second the attraction by the electron's charge cloud. No quantum-mechanical force has to be added, provided that the density is the correct one.

The expansion needed is minus the $R$ derivative of the series for $1/D$:

$$\frac{R-z}{D^3}=-\frac{\partial}{\partial R}\frac1D=\frac1{R^2}+\frac{2z}{R^3}+\frac{3(3z^2-r^2)}{2R^4}+\dots$$

The terms $1/R^2$ cancel, which again expresses neutrality. The mean of $3z^2-r^2$ vanishes in the spherical 1s density, and it vanishes by parity in the density change linear in $f$. The quadrupole distortion of the atom, of order $1/R^3$, makes this term contribute only at order $1/R^7$. The dipole term therefore leads, and it gives

$$F_z=-\frac{2\langle z\rangle}{R^3}=-\frac{2}{R^3}\cdot\frac{9}{2R^2}=-\frac{9}{R^5} .$$

The proton is attracted. The power of $R$ has two sources: the proton's field induces a dipole proportional to $1/R^2$, and the field of a given dipole on its axis falls as $1/R^3$. A proton replaced by a charge $-1$ would reverse both the dipole and the force per unit dipole, so at this order it would be attracted just as strongly.

### (d) The energy and its slope

The second-order energy is

$$E_2=\langle\psi_0|V|\psi_1\rangle=-f^2\left\langle z^2\left(1+\frac r2\right)\right\rangle_0=-\frac94f^2=-\frac{9}{4R^4} .$$

This is $-\tfrac12\alpha f^2$ with $\alpha=9/2$. Its slope is

$$\frac{dE_2}{dR}=-\frac94\cdot\left(-\frac{4}{R^5}\right)=\frac9{R^5},\qquad F_z=-\frac{dE_2}{dR}=-\frac9{R^5} ,$$

in agreement with part (c). The first-order density sufficed for the force, while the energy had to be taken to second order. The orders match because the operator $\partial H/\partial R$ already contains one factor of the perturbation.

### (e) Where the factor of two goes

The energy $E_2$ is the sum of two parts. The interaction of the proton with the displaced charge is

$$\langle V\rangle=-f\langle z\rangle=-\frac92f^2=-\frac{9}{2R^4} .$$

The distortion raises the internal energy of the atom. By the first-order equation this cost is

$$\langle\psi_1|H_0-E_0|\psi_1\rangle=f\langle\psi_1|z|\psi_0\rangle=\frac94f^2=\frac9{4R^4} .$$

The sum is $-9/(4R^4)$, as it must be. If the interaction alone is differentiated with the dipole following $R$, its slope is $18/R^5$, twice the correct pull. The cost has the slope $-9/R^5$, and the two together give $9/R^5$.

A one-parameter energy shows why the theorem needs the interaction only, but at fixed dipole. Take states $\psi_0+s\,g\,\psi_0$ with a free amplitude $s$. By the same integrals the displacement is $d=\tfrac92s$ and the cost is $\tfrac94s^2=d^2/9$. To second order in small quantities the energy relative to $E_0$ is

$$\mathcal E(d,R)=\frac{d^2}{9}-\frac{d}{R^2} .$$

The condition $\partial\mathcal E/\partial d=0$ gives $d=9/(2R^2)$, the displacement of part (b). The slope along the minimum is

$$\frac{d\mathcal E}{dR}=\frac{\partial\mathcal E}{\partial R}+\frac{\partial\mathcal E}{\partial d}\,\frac{dd}{dR}=\frac{2d}{R^3}+0=\frac{9}{R^5} .$$

The dipole does change as the proton moves, but the energy is stationary against that change. The interaction $-d/R^2$ by itself is not stationary in $d$, so there the change of $d$ cannot be ignored.

### (f) The force on the atom's own nucleus

The far proton repels the nucleus at the origin with force $-1/R^2$ along $z$. The electron attracts it with $\langle z/r^3\rangle$. With the first-order density, and $\langle1/r\rangle_0=1$ from the formula for $\langle r^n\rangle_0$,

$$\left\langle\frac z{r^3}\right\rangle=2f\left\langle\frac{z^2}{r^3}\left(1+\frac r2\right)\right\rangle_0=\frac{2f}3\left(\left\langle\frac1r\right\rangle_0+\frac12\right)=\frac{2f}3\cdot\frac32=f .$$

The total is $-f+f=0$: to first order the electron shields the nucleus completely from the proton's field.

The reaction force must nevertheless exist. In a stationary state the mean momentum of the electron is constant, so the mean force on the electron vanishes:

$$-\left\langle\frac z{r^3}\right\rangle+\left\langle\frac{R-z}{D^3}\right\rangle=0 .$$

The force on the nucleus at the origin is therefore

$$-\frac1{R^2}+\left\langle\frac z{r^3}\right\rangle=-\frac1{R^2}+\left\langle\frac{R-z}{D^3}\right\rangle=-F_z=+\frac9{R^5}$$

to leading order, directed towards the proton.

This force comes from the second-order density. A density change of order $f^2$ is even under inversion and has no field at the origin. The next product combines the uniform field, of order $1/R^2$, with the quadrupole term of $W$, of order $1/R^3$. It is odd under inversion and of order $1/R^5$, as required. An approximate density that is good enough for the force on the distant proton can thus miss the force on the atom's own nucleus entirely, as the first-order density does.

### (g) The first correction at large distance

The next term of $W$ is $-q\,u$ with $q=1/R^3$ and $u=(3z^2-r^2)/2=r^2P_2(\cos\theta)$, where $P_2$ is the Legendre polynomial. Its mean in the spherical 1s density vanishes. Its second-order cross term with $V$ vanishes too, because $z$ is odd and $u$ is even. The octupole term of $W$, $-r^3P_3(\cos\theta)/R^4$, also has zero mean in the spherical density. Its second-order cross term with $V$ would be of order $1/R^6$, but it vanishes because $\psi_1$ depends on the angle as $P_1(\cos\theta)=\cos\theta$, which is orthogonal to $P_3$. The first correction is therefore of second order in $q$.

As in part (b), the distortion $q\,h\,\psi_0$ obeys $-\tfrac12\nabla^2h+\partial h/\partial r=u$. Try $h=P_2\,(ar^2+br^3)$. For a function $r^nP_2$ the Laplacian is $[n(n+1)-6]\,r^{n-2}P_2$, which is zero for $n=2$ and $6rP_2$ for $n=3$. Hence

$$(2a-3b)\,r+3b\,r^2=r^2,\qquad b=\frac13,\quad a=\frac12 .$$

The angular mean of $P_2^2$ is $1/5$, and $\langle r^4\rangle_0=45/2$, $\langle r^5\rangle_0=315/4$. The energy is

$$-q^2\langle u\,h\rangle_0=-\frac{q^2}5\left(\frac12\cdot\frac{45}2+\frac13\cdot\frac{315}4\right)=-\frac{q^2}{5}\cdot\frac{75}{2}=-\frac{15}{2R^6} .$$

With its slope included,

$$E-E_0=-\frac9{4R^4}-\frac{15}{2R^6}+\dots,\qquad \frac{dE}{dR}=\frac9{R^5}+\frac{45}{R^7}+\dots$$

The next energy term is of order $1/R^7$. It comes from third order, with the dipole term of $W$ acting twice and the quadrupole term once. The correction to the force relative to $9/R^5$ is $5/R^2$ at leading order, so at large $R$ the simple law improves as the distance grows.

### (h) Numbers at 20 bohr and the full problem

At $R=20$ bohr the field strength is $f=1/400=0.0025$ atomic units. The electron is displaced by

$$\langle z\rangle=4.5\times0.0025=0.01125\ \text{bohr},$$

about one hundredth of a bohr. The energies, in hartree, are

- interaction: $-0.01125\times0.0025=-2.8125\times10^{-5}$;
- cost of the distortion: $2.25\times0.0025^2=1.40625\times10^{-5}$;
- energy shift, their sum: $-1.40625\times10^{-5}$, which is $-0.383$ meV.

The force is

$$F_z=-\frac{2\times0.01125}{20^3}=-2.8125\times10^{-6}\ \text{hartree/bohr},$$

or $-2.317\times10^{-13}$ N. Direct integration of Coulomb's law over the first-order density, without a multipole expansion, gives $-2.8125\times10^{-6}$ hartree/bohr as well. The slope of the interaction energy with a following dipole would be $5.625\times10^{-6}$ hartree/bohr, the doubled value of part (e).

An independent comparison comes from solving the problem of one electron in the field of both protons, without perturbation theory. The two protons are identical, so its stationary states are even or odd under exchange of the two sides, and neither has the electron on one chosen proton. Let $A$ be the energy of the electron localized on either proton and $B$ the coupling between the two localized states. If their small overlap is neglected, the two energies are $A+B$ and $A-B$, and their mean is $A$. The mean of the even and odd energies is therefore the quantity to compare with the formulas above. The table gives it in scaled form, together with the two-term results of part (g).

| $R$ (bohr) | $-R^4(E-E_0)$ | $\frac94+\frac{15}{2R^2}$ | $R^5\,dE/dR$ | $9+\frac{45}{R^2}$ |
|---|---|---|---|---|
| 20 | 2.2766 | 2.2688 | 9.1689 | 9.1125 |
| 30 | 2.2605 | 2.2583 | 9.0654 | 9.0500 |
| 40 | 2.2556 | 2.2547 | 9.0344 | 9.0281 |

The scaled shift approaches $9/4$ and the scaled slope approaches $9$. At 20 bohr the slope exceeds $9/R^5$ by 1.9 percent of that value, and at 40 bohr by 0.4 percent. The quadrupole term accounts for most of the excess. What remains in the slope column is 0.056 at 20 bohr and 0.006 at 40 bohr, a drop by a factor of about nine. A remainder led by the $1/R^7$ energy term would drop by about $2^3=8$, so the numbers are consistent with the order found in part (g).

The identity of the protons also sets a limit on the result. At 20 bohr half the difference between the odd and even energies is $3.08\times10^{-8}$ hartree. In the even state it adds $2.93\times10^{-8}$ hartree/bohr to the pull, which is 1.0 percent of the mean pull; in the odd state the pull is smaller by the same amount. The ratio of these two numbers shows that the half-difference falls at a relative rate of about 0.95 per bohr there. The exchange part of the pull falls at nearly the same rate, 0.95 per bohr, while the polarization force falls at the relative rate $5/R=0.25$ per bohr. The exchange contribution therefore loses importance as the protons move apart and gains it as they approach. For the stationary states the limit is reached long before the 1s orbitals on the two protons overlap appreciably. The exchange part is 10 percent of the mean pull at about 16.6 bohr, where the overlap integral is only $7\times10^{-6}$. The force in the odd state vanishes at 12.55 bohr, where the overlap is $2\times10^{-4}$, and is repulsive at shorter distances. The mean of the even and odd slopes stays within about 10 percent of $9/R^5$ for $R\ge10$ bohr, but at 6 bohr it has dropped to a fifth of that value. An electron placed on one proton is a superposition of the even and odd states and is not strictly stationary: it passes to the other proton in the time $\pi/(2|B|)$, about 1.2 ns at 20 bohr. The picture of an electron bound to the proton at the origin, in the state of part (b), holds for times short compared with this. The pull itself is less restricted. In the superposition the pull on either proton is the mean of the even and odd slopes plus an oscillating cross term between the two states. The difference of the $z$ forces on the two protons is even under exchange of the sides and has no such cross term. Their sum is minus the mean force on the electron, $-d^2\langle z\rangle/dt^2$, and $\langle z\rangle$ swings with amplitude about $R/2$ at angular frequency $2|B|$. The cross term on each proton is therefore about $B^2R$, which is $2\times10^{-14}$ hartree/bohr at 20 bohr, less than $10^{-8}$ of the pull. At this distance the Hellmann-Feynman result of part (c) and the force balance of part (f) thus hold to that accuracy at all times.

The numerical output below lists the computed energies and slopes at 20, 30 and 40 bohr and the forces at 20 bohr; the two-term columns of the table follow from the formulas in their headings.

## Table of computed values

```
Moments and coefficients (atomic units)
mean r^2 in 1s: 3.0000 bohr^2
mean r^3 in 1s: 7.5000 bohr^3
polarizability: 4.5000 bohr^3
energy shift / f^2: -2.2500 a.u.
distortion cost / f^2: 2.2500 a.u.
electron field at own nucleus / f: 1.0000
Worked example
distance R: 20.0 bohr
proton field f at atom: 0.002500 a.u.
electron displacement: 0.011250 bohr
interaction energy: -2.812500e-05 hartree
distortion cost: 1.406250e-05 hartree
energy shift: -1.406250e-05 hartree
energy shift converted: -0.3827 meV
F_z from 9/R^5 law: -2.812500e-06 hartree/bohr
F_z from density quadrature: -2.812500e-06 hartree/bohr
F_z converted: -2.3171e-13 N
wrong pull 18/R^5: 5.625000e-06 hartree/bohr
Full two-proton problem, mean of even and odd states
R = 20 bohr: shift -1.42285e-05 hartree
  slope dE/dR: 2.86527e-06 hartree/bohr
  -R^4 * shift: 2.2766 a.u.
  R^5 * slope: 9.1689 a.u.
R = 30 bohr: shift -2.79074e-06 hartree
  slope dE/dR: 3.73063e-07 hartree/bohr
  -R^4 * shift: 2.2605 a.u.
  R^5 * slope: 9.0654 a.u.
R = 40 bohr: shift -8.81085e-07 hartree
  slope dE/dR: 8.82268e-08 hartree/bohr
  -R^4 * shift: 2.2556 a.u.
  R^5 * slope: 9.0344 a.u.
half exchange splitting at R0: 3.084e-08 hartree
extra pull in even state at R0: 2.931e-08 hartree/bohr
extra pull / mean pull: 1.02 percent
```
